\section*{Film Stress from Wafer Bow: Which Modulus Is Needed?}

\section*{Two ways to find a stress}

\textbf{Q:} I have measured the bow of a silicon wafer before and after coating it with chromium, and I want the film stress. I am stuck, because stress is modulus times strain and I do not trust the modulus of a sputtered film. Surely I must measure that first.

\textbf{A:} Modulus times elastic strain is one route to a stress, and it would need the film's modulus. But you have not measured the film's strain. You have measured how far the film bends the wafer. What does that tell you, if you treat the wafer as a spring balance?

\textbf{Q:} The force on the spring, if I know the spring's stiffness. But the film is a spring too.

\textbf{A:} It is, and we shall have to see how much that matters. Begin with the wafer. Let its thickness be $h_s$ and measure height $z$ from its midplane, with the film on top. Take tension as positive, and curvature $\kappa$ as positive when the film side is concave. I assume a uniform, well-bonded film with equal stress in all in-plane directions, small slopes, and points away from the edge.

The midplane then has height $\kappa r^2/2$ and slope $\kappa r$ at radius $r$. A line through the thickness stays normal to the midplane, so it tilts by $\kappa r$ and a point at height $z$ moves inward by $\kappa r z$. If the midplane itself stretches by a strain $a$, the radial displacement is $u=(a-\kappa z)r$. The radial strain $du/dr$ and the hoop strain $u/r$ are equal:
\begin{equation}
\varepsilon(z)=a-\kappa z .
\end{equation}

\textbf{Q:} So the wafer's stress is Young's modulus times that?

\textbf{A:} No, because it is strained in two directions at once. For a cubic crystal cut on (001), with in-plane strain $\varepsilon$ and normal strain $\varepsilon_z$,
\begin{align}
\sigma_z&=2C_{12}\varepsilon+C_{11}\varepsilon_z=0
\;\Rightarrow\; \varepsilon_z=-\frac{2C_{12}}{C_{11}}\varepsilon,\\
\sigma&=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_z=M_s\varepsilon,\quad
M_s=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\end{align}
The normal stress vanishes because the faces are free. $M_s$ is the biaxial modulus. In terms of Young's modulus $E$ and Poisson's ratio $\nu$, a pull $\sigma$ along one axis gives strain $\sigma/E$, and the equal pull at right angles subtracts $\nu\sigma/E$. Hence $\varepsilon=(1-\nu)\sigma/E$ and $M_s=E/(1-\nu)$.

\section*{The balance}

\textbf{Q:} Now the film. What do I put for its stress?

\textbf{A:} Just a symbol, $\sigma$, for its average through the film thickness $h_f$. Cut the coated wafer vertically in your mind. No outside load acts, so the total force and the total moment across the cut are both zero. Per unit width, the force balance is
\begin{equation}
\int_{-h_s/2}^{h_s/2}\! M_s(a-\kappa z)\,dz+\sigma h_f=0
\;\Rightarrow\; M_sh_sa=-\sigma h_f ,
\end{equation}
since the term odd in $z$ integrates to zero. For the moment about the midplane, a thin film acts at $z\simeq h_s/2$:
\begin{equation}
\int_{-h_s/2}^{h_s/2}\! M_s(a-\kappa z)z\,dz+\sigma h_f\frac{h_s}{2}
=-\frac{M_sh_s^3\kappa}{12}+\frac{\sigma h_fh_s}{2}=0 .
\end{equation}
Here the term in $a$ is odd and vanishes, and $\int z^2dz=h_s^3/12$. Multiply by $2/(h_fh_s)$ and solve:
\begin{equation}
\sigma=\frac{M_sh_s^2\,\kappa}{6h_f}. \label{eq:st}
\end{equation}
This is Stoney's formula. If the wafer was not flat to begin with, $\kappa$ becomes the change $\Delta\kappa$. Where did we use the film's modulus?

\textbf{Q:} Nowhere. We used no law for the film at all. Does that mean the film could even have yielded?

\textbf{A:} Yes. Suppose a chromium film with biaxial modulus $354.4$ GPa is given a strain of $1.0\%$, but flows at $1000$ MPa. Modulus times strain says $3544$ MPa, which is wrong because most of that strain is plastic. The curvature responds to the real stress. With $h_s=725\ \mu$m and $h_f=200$ nm, equation~\eqref{eq:st} returns $1000.3$ MPa. The extra $0.3$ MPa arises because the film's force acts at $(h_s+h_f)/2$, not at $h_s/2$, which raises the moment by the factor $1+h_f/h_s$.

The stress may also vary through the film. If it has one sign throughout, its lever arm lies between $h_s/2$ and $h_s/2+h_f$, so the moment is misjudged by at most the fraction $2h_f/h_s$. If tension and compression nearly cancel, that fraction no longer bounds the error in the small average. Curvature gives the average, not the profile.

\section*{Your wafer}

\textbf{Q:} Then let me try. The wafer is $725\ \mu$m thick and $200$ mm across, the film is $200$ nm thick, and I scanned $180$ mm. The centre lay $30\ \mu$m below the chord before deposition and $81\ \mu$m below it after.

\textbf{A:} Setting $r=L/2$ in $\kappa r^2/2$ gives a bow $b=\kappa L^2/8$ over a scan of length $L$. Therefore
\begin{equation}
\Delta\kappa=\frac{8(81-30)\times10^{-6}\ \text{m}}{(0.180\ \text{m})^2}=0.01259\ \text{m}^{-1},
\end{equation}
which corresponds to a radius of $79.4$ m. I assume a (001) wafer. For silicon take the rough values $C_{11}=166$ and $C_{12}=64$ GPa, so that $M_s=166+64-2(64)^2/166=180.7$ GPa. Then
\begin{equation}
\sigma=\frac{(180.7\times10^9)(725\times10^{-6})^2(0.01259)}{6(200\times10^{-9})}\ \text{Pa}
\simeq 996\ \text{MPa}.
\end{equation}
The film is in tension.

\textbf{Q:} And if I had put in the film's modulus out of habit?

\textbf{A:} You would have found $1955$ MPa, too large by the ratio $354.4/180.7$. Using silicon's $E$ along [100], $130.4$ GPa, without the factor $1/(1-\nu)$ gives $719$ MPa, which is $28\%$ low. So ``substrate modulus'' must mean the biaxial one.

\textbf{Q:} But silicon's $E$ depends on direction. Which scan direction should I use?

\textbf{A:} On a (001) wafer it does not matter for this purpose. A pull $\sigma$ along [110] is equivalent to $\sigma/2$ along each cube axis plus a shear stress $\sigma/2$. The first part gives strain $\sigma/(2M_s)$ in every in-plane direction. The shear adds $\sigma/(4C_{44})$ along the pull and subtracts it across the pull:
\begin{equation}
\frac1{E_{110}}=\frac1{2M_s}+\frac1{4C_{44}},\qquad
-\frac{\nu_{110}}{E_{110}}=\frac1{2M_s}-\frac1{4C_{44}} .
\end{equation}
Adding them gives $(1-\nu_{110})/E_{110}=1/M_s$. With $C_{44}=80$ GPa, $E_{110}=169.7$ GPa and $\nu_{110}=0.061$, against $130.4$ GPa and $0.278$ along [100]. The two pairs differ, but both give the same $M_s$, as does any other direction in the (001) plane. The cut of the wafer does matter. The same constants give $229.8$ GPa on (111), which is $27\%$ higher, and on (110) the response depends on direction, so no single $M_s$ applies.

\textbf{Q:} Which of my measurements deserves the most care?

\textbf{A:} Several do. The substrate thickness enters squared: if the wafer is $1\%$ thicker than you think, the stress is $1016.5$ MPa, or $2\%$ higher. The scan length enters squared too, through the curvature, and an error of $1\ \mu$m in one bow reading also shifts the stress by $2\%$. A film $5\%$ thicker gives $949.0$ MPa. If the film thickness is unknown, you still have the product $\sigma h_f=199.3$ N/m, the film's force per unit width.

\section*{The film as a spring}

\textbf{Q:} You promised to return to the film's own stiffness. A stiff film must resist bending.

\textbf{A:} It does. Let the film be elastic with biaxial modulus $M_f$, and let $\varepsilon_m$ be the elastic strain it would have on a rigid substrate. Its stress is $M_f(\varepsilon_m+a-\kappa z)$. Write $\bar z=(h_s+h_f)/2$ for the film's mid-height. The mean stress and the local stress are
\begin{equation}
\sigma=M_f(\varepsilon_m+a-\kappa\bar z),\qquad
\sigma(z)=\sigma-M_f\kappa(z-\bar z). \label{eq:film}
\end{equation}
The film's moment is now $\sigma h_f\bar z-M_f\kappa h_f^3/12$, so the moment balance becomes
\begin{equation}
\sigma h_f\frac{h_s+h_f}{2}=\frac{\kappa}{12}\left(M_sh_s^3+M_fh_f^3\right).
\end{equation}
Let $\eta=h_f/h_s$, $m=M_f/M_s$, and let $\sigma_S$ be the value given by \eqref{eq:st}. Dividing by $h_f(h_s+h_f)/2$,
\begin{equation}
\sigma=\frac{\kappa M_sh_s^3(1+m\eta^3)}{6h_fh_s(1+\eta)}
=\sigma_S\,\frac{1+m\eta^3}{1+\eta}. \label{eq:actual}
\end{equation}
The film's modulus first appears with the cube of the thickness ratio, because bending stiffness grows as thickness cubed.

\textbf{Q:} Yet I have seen corrections to Stoney's formula that contain the film's modulus at first order. Are they wrong?

\textbf{A:} They can be right answers to another question: what stress would the film carry if the substrate were rigid? Call it the mismatch stress, $\sigma_m=M_f\varepsilon_m$. From \eqref{eq:film},
\begin{equation}
\sigma_m=\sigma-M_fa+M_f\kappa\bar z .
\end{equation}
The force balance gives $-M_fa=m\eta\sigma$. Equation~\eqref{eq:st} gives $\kappa=6h_f\sigma_S/(M_sh_s^2)$, so $M_f\kappa\bar z=3m\eta(1+\eta)\sigma_S$. Using \eqref{eq:actual} for $\sigma$,
\begin{align}
\frac{\sigma_m}{\sigma_S}
&=\frac{(1+m\eta)(1+m\eta^3)+3m\eta(1+\eta)^2}{1+\eta}\nonumber\\
&=\frac{1+4m\eta+6m\eta^2+4m\eta^3+m^2\eta^4}{1+\eta}
\simeq 1+(4m-1)\eta . \label{eq:mis}
\end{align}
The last form is for small $\eta$ and $m\eta$. The film has relaxed a little by compressing and bending the wafer, and the stress lost that way does depend on $M_f$.

\textbf{Q:} How different are the two in practice?

\textbf{A:} Here are both ratios for a soft and a stiff film on silicon. The first pair has your thicknesses.
\begin{center}
\begin{tabular}{cccc}
$\eta$ & $M_f$ (GPa) & $\sigma/\sigma_S$ & $\sigma_m/\sigma_S$\\ \hline
0.000276 & 100 & 0.9997 & 1.0003\\
0.000276 & 800 & 0.9997 & 1.0046\\
0.01 & 100 & 0.9901 & 1.012\\
0.01 & 800 & 0.9901 & 1.168\\
0.1 & 100 & 0.910 & 1.143\\
0.1 & 800 & 0.913 & 2.779
\end{tabular}
\end{center}
On your wafer, an eightfold change of film modulus leaves the actual stress ratio unchanged to the digits shown. Even at $\eta=0.1$ it moves that ratio by $0.4\%$, although the actual stress is then about $9\%$ below Stoney's value, because of the factor $1+\eta$. The mismatch stress is another matter: for a thick, stiff film it is nearly three times Stoney's value.

\section*{Where the film modulus returns}

\textbf{Q:} So may I forget the film's modulus altogether?

\textbf{A:} Not if you want its elastic strain. That is $\sigma/M_f=996/354400=0.281\%$, where I used rough bulk values for chromium, $E=280$ GPa and $\nu=0.21$. You also need it to predict a stress before measuring it. Suppose the coated wafer is heated by $\Delta T$. An unattached film would expand by $\alpha_f\Delta T$, but the thick substrate imposes $\alpha_s\Delta T$. The elastic strain changes by the difference, so to leading order
\begin{equation}
\Delta\sigma=-M_f(\alpha_f-\alpha_s)\Delta T .
\end{equation}
With rough expansion coefficients of $5.0$ and $2.6$ ppm/K and $\Delta T=100$ K, this is $-85.1$ MPa. The bow over your scan would fall by $4.35\ \mu$m, in linear plate theory, with the elastic constants held fixed and no yielding. Treat these numbers as an illustration, because the coefficients are room-temperature values. Silicon's mean coefficient over a $100$ K rise is nearer $2.9$ ppm/K, which alone would give about $-75$ MPa, and bulk chromium expands anomalously near its magnetic transition at about $311$ K.

\textbf{Q:} If I measured that fall, would I need $M_f$ to convert it to stress?

\textbf{A:} No. In linear theory Stoney's formula would give $-84.9$ MPa from the bow alone, and the small difference from $-85.1$ is the relaxation in \eqref{eq:mis}. On your already bowed wafer the stretching treated below matters more: it shrinks the fall to about $4.27\ \mu$m and the Stoney value to about $-83.5$ MPa. You could then divide by the expansion mismatch and \emph{obtain} $M_f$, provided you know both expansion coefficients and the film stays elastic. You would also need a precise scan: an error of $1\ \mu$m in a fall of $4.35\ \mu$m changes $M_f$ by $23\%$.

\section*{Why two scans, and when they fail}

\textbf{Q:} Could I save time and skip the scan before deposition?

\textbf{A:} Then the whole $81\ \mu$m would be blamed on the film, and you would report $1583$ MPa instead of $996$. Some of the initial bow may be the wafer's own shape and some may be gravity.

\textbf{Q:} Can gravity matter for something so light?

\textbf{A:} Suppose the wafer rests on its rim, and treat it as an isotropic plate of radius $R$. Let $y(r)$ be the height above the centre. The bending moments are $M_r=D(y''+\nu y'/r)$ and $M_\theta=D(y'/r+\nu y'')$, with $D=Eh_s^3/[12(1-\nu^2)]$. The weight per area is $q=\rho gh_s$. The weight inside radius $r$ is carried by a shear force $qr/2$ per length, so the moment balance of a ring sector is
\begin{equation}
(rM_r)'-M_\theta=Dr\left(y''+\frac{y'}{r}\right)'=-\frac{qr^2}{2}.
\end{equation}
Its smooth solution with $y(0)=0$ is $y=Br^2-qr^4/(64D)$. A free rim moment, $M_r(R)=0$, requires $2B(1+\nu)=qR^2(12+4\nu)/(64D)$. Hence
\begin{equation}
y(r)=\frac{qr^2}{64D}\left[\frac{2(3+\nu)}{1+\nu}R^2-r^2\right].
\end{equation}
With $\rho=2330$ kg/m$^3$, the [100] constants and $r=90$ mm, the sag is about $20\ \mu$m. That is roughly two-fifths of the $51\ \mu$m you attribute to the film. It cancels in the difference if the support is the same in both scans and the response is linear.

\textbf{Q:} How do I know it is linear?

\textbf{A:} A flat disc cannot become a spherical cap without stretching. Keep the shape $\kappa r^2/2$ and let the midplane slide by $u(r)$. The slope adds $(\kappa r)^2/2$ to the radial strain:
\begin{equation}
\varepsilon_r=u'+\tfrac12\kappa^2r^2,\quad \varepsilon_\theta=\frac ur
\;\Rightarrow\; \varepsilon_r-(r\varepsilon_\theta)'=\tfrac12\kappa^2r^2 .
\end{equation}
In-plane equilibrium, $\sigma_\theta=(r\sigma_r)'$, and a free rim are satisfied by $\sigma_r=A(R^2-r^2)$ and $\sigma_\theta=A(R^2-3r^2)$. Hooke's law gives
\begin{align}
E\varepsilon_r&=A[(1-\nu)R^2-(1-3\nu)r^2],\\
E\varepsilon_\theta&=A[(1-\nu)R^2-(3-\nu)r^2].
\end{align}
Thus $E[\varepsilon_r-(r\varepsilon_\theta)']=8Ar^2$, and $A=E\kappa^2/16$. Over the disc, the averages of $\sigma_r^2$, $\sigma_\theta^2$ and $\sigma_r\sigma_\theta$ are $A^2R^4$ times $1/3$, $1$ and $0$. The stretching and bending energies are therefore
\begin{equation}
U_m=\frac{\pi R^2h_s}{2E}\,\frac{4A^2R^4}{3}=\frac{\pi Eh_sR^6\kappa^4}{384},\qquad
U_b=\frac{\pi R^2M_sh_s^3\kappa^2}{12}.
\end{equation}
The resisting moment is proportional to $dU/d\kappa$, so stretching increases it by the fraction
\begin{equation}
\frac{4U_m/\kappa}{2U_b/\kappa}=c\kappa^2,\qquad c=\frac{ER^4}{16M_sh_s^2}.
\end{equation}
The film force is then proportional to $\kappa+c\kappa^3$. Between your scans, with $\kappa_1=0.00741$ and $\kappa_2=0.02000$ m$^{-1}$, the stress is raised by the fraction $c(\kappa_1^2+\kappa_1\kappa_2+\kappa_2^2)$. Taking the larger modulus $E_{110}$, I get about $0.7\%$. This is an estimate: it treats silicon as isotropic in stretching and all the initial bow as bending of a flat disc. It also holds the shape spherical. Stretching in fact leaves the disc bent slightly less near its centre than near its rim. For a bow read over your scan, this brings the correction to about $0.8$ to $1.0\%$, depending on the elastic constants used and on how the initial bow arose. Since $c\kappa^2$ grows as $R^4\kappa^2/h_s^2$, large, thin, strongly bowed wafers need more than Stoney's formula.

\textbf{Q:} Might the stress damage the wafer, or make it yield and spoil the balance?

\textbf{A:} At the interface the wafer's stress is $M_s(a-\kappa h_s/2)$. The two terms are $-\sigma\eta$ and $-3\sigma\eta$, together $-4\sigma\eta=-1.10$ MPa. Away from the film's edge, where stress can concentrate, that is a small load for silicon at room temperature, so treating the uniform wafer as elastic is sound here.

\textbf{Q:} How realistic is the whole example, then?

\textbf{A:} The wafer dimensions are ordinary, but the bow readings serve as an illustration, so the stress near $1$ GPa should not be taken as a typical value for sputtered chromium. An uneven film would break an assumption we used, and Stoney's formula could not then simply be applied point by point. Even a uniform film may differ from its intended thickness. If it is $5\%$ thicker than the value you enter, the stress inferred from the same curvature is about $47$ MPa too high. That outweighs the $0.03\%$ finite-thickness correction and the roughly $1\%$ from large deflection. A sputtered film's modulus may also differ from the bulk value, but on this wafer that hardly touches the stress.

\textbf{Q:} So I should put away the film-modulus measurement and check the film thickness instead.

\textbf{A:} For this stress, yes. Check the wafer thickness too, and keep the scan you took before deposition.

Numerical values quoted here were computed with a short program.
